# Density Relaxation of a Molecule in the Field of Its Periodic Images, part 2

A molecule with clamped nuclei and a fixed number of electrons sits in a periodic cubic cell of side $L$ and volume $V=L^3$. Its images change its electron density, and we ask what energy this relaxation contributes. Hartree atomic units are used. Densities in neighbouring cells do not overlap, and the images act through their mean electrostatic field.

The total charge density $\rho$, with electrons negative, has charge $q$ and dipole $\mathbf p$. A state has energy $E_{\rm iso}$ without images. The isolated ground state has energy $E_0$, dipole $\mathbf p_0$ and the "frozen" density $\rho_0$. The interaction with the images, per cell, is

$$W[\rho]=\frac12\iint\rho(\mathbf r)\,\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

Here $\psi$ is the potential of the images of a unit point charge, including a uniform neutralising background. Near the origin $\nabla^2\psi=4\pi/V$, and in a cube

$$\psi(\mathbf u)=\frac{c_0}{L}+\frac{2\pi}{3V}u^2+\frac{c_4}{L^5}h(\mathbf u)+O\!\left(\frac{u^6}{L^7}\right),$$

with constants $c_0$, $c_4$ and a quartic polynomial $h$. For a neutral molecule $W[\rho_0]=-2\pi p_0^2/(3V)+O(L^{-5})$.

The relaxation energy $\Delta E$ is the self-consistent minimum of $E_{\rm iso}+W[\rho]$ minus the frozen energy $E_0+W[\rho_0]$. Let real parameters $t_i$ describe the states near a nondegenerate, stable ground state with a gap. Then $E_{\rm iso}$ has no term linear in $t$, while the image potential that varies over the molecule is of order $L^{-3}$, so $\Delta E=O(L^{-6})$. For any charge,

$$\Delta E=\frac12\lambda^2B'(0)+O(L^{-8}),\qquad \lambda=\frac{2\pi}{3V},$$

where $B(\lambda)$ is the expectation value of $O=q\,r^2-2\,\mathbf p_0\cdot\mathbf r$ in the isolated molecule perturbed by $\lambda O$.

For a neutral molecule with polarisability $\alpha$ along its dipole, a principal axis, the field of the images is $F=4\pi p_0/(3V)$ along the dipole. Up to terms of order $L^{-8}$, the relaxation energy is then $\Delta E=-\frac12\alpha F^2$.

**Q.** That is the energy of a polarisable body in a given external field. Here the field grows as the molecule polarises. You have not included the feedback.

**A.** At order $L^{-6}$ it makes no difference, and a model shows how large it is. Let $E_{\rm iso}(p)$ be the lowest energy of the isolated molecule among states with dipole $p$. In an external field $f$ one minimises $E_{\rm iso}(p)-pf$, which gives $dE_{\rm iso}/dp=f$. Linear response means $p=p_0+\alpha f$, so $dE_{\rm iso}/dp=(p-p_0)/\alpha$. Integration from $p_0$ gives

$$E_{\rm iso}(p)=E_0+\frac{(p-p_0)^2}{2\alpha}.$$

Now add the dipole interaction with the images. With $k=4\pi/(3V)$ the total energy is

$$E(p)=E_0+\frac{(p-p_0)^2}{2\alpha}-\frac12kp^2.$$

Its derivative vanishes when $(p-p_0)/\alpha=kp$. Writing $x=\alpha k=4\pi\alpha/(3V)$, this is $p-p_0=xp$, or

$$p=\frac{p_0}{1-x}.$$

In the energy, $(p-p_0)^2/(2\alpha)=x^2p^2/(2\alpha)=\frac12xkp^2$, so

$$E=E_0-\frac12kp^2(1-x)=E_0-\frac12\,\frac{kp_0^2}{1-x}.$$

The frozen energy in this model is $E_0-\frac12kp_0^2$. Subtracting it and using $1/(1-x)-1=x/(1-x)$,

$$\Delta E=-\frac12kp_0^2\,\frac{x}{1-x}=-\frac12\,\frac{\alpha F^2}{1-x},\qquad F=kp_0.$$

The feedback multiplies the leading result by $1/(1-x)=1+x+\dots$. Since $x$ is of order $L^{-3}$, it enters the energy at $L^{-9}$.

**Q.** At $x=1$ the dipole diverges. Is that a physical instability?

**A.** Not for a molecule such as water. The second derivative of $E(p)$ is $1/\alpha-k$, so the stationary point is a minimum when $x<1$. For the water molecule treated below, $\alpha\approx8.06$ bohr$^3$, and $x=1$ would require $V=4\pi\alpha/3\approx34$ bohr$^3$, a cube of side about 3.2 bohr. That is smaller than twice the bond length of 1.81 bohr. Neighbouring densities would overlap long before, and the model would have lost its basis. This estimate is for water only: a molecule with a small gap can have $\alpha$ large compared with its own volume, and then the absence of overlap does not by itself guarantee $x<1$.

**Q.** Where does the energy go? The molecule has to be distorted, which costs something.

**A.** To leading order the induced dipole is $\delta p=\alpha F$. The distortion costs

$$\frac{(\delta p)^2}{2\alpha}=+\frac12\alpha F^2.$$

The interaction changes by

$$-\frac12k\left[(p_0+\delta p)^2-p_0^2\right]=-kp_0\,\delta p-\frac12k(\delta p)^2\approx-F\,\delta p=-\alpha F^2.$$

The term $\frac12k(\delta p)^2$ is of order $L^{-9}$ and has been dropped. The gain is twice the cost, and the sum is $-\frac12\alpha F^2$.

**Q.** In a periodic calculation I obtain the relaxed dipole $p$, not $p_0$. Does it matter which one I put into the correction?

**A.** At order $L^{-6}$ it does. In the dipole model the energy is $E=E_0-\frac12kp_0^2/(1-x)$, and since $p=p_0/(1-x)$ this can be written as

$$E=E_0-\frac12k\,p\,p_0.$$

If you remove the image energy with $p_0$, that is, add $\frac12kp_0^2$, you are left with $E_0+\Delta E$, too low by $\frac12\alpha F^2$ at leading order. If you use the relaxed dipole and add $\frac12kp^2$, you are left with

$$E_0+\frac12kp(p-p_0)=E_0+\frac12xkp^2=E_0+\frac{(p-p_0)^2}{2\alpha},$$

which is too high by the distortion energy, $\frac12\alpha F^2$ at leading order. The two choices err by nearly equal amounts in opposite directions. The product $pp_0$ removes the error within this model, but it leaves the frozen $L^{-5}$ term untouched.

**Q.** Give me numbers for a real molecule.

**A.** Take water at the restricted Hartree–Fock level with the aug-cc-pVDZ basis, bond length 1.81 bohr and bond angle $104.5^\circ$, with the twofold axis along a cube edge and the plane of the molecule parallel to a cube face. The isolated molecule has $p_0=0.7866\ e\,$bohr. Central differences of the dipole in fields of $\pm5\times10^{-4}$ atomic units give $\alpha=8.056$ bohr$^3$ along this axis. For $L=20$ bohr, $V=8000$ bohr$^3$, and

$$F=\frac{4.18879\times0.78659}{8000}=4.119\times10^{-4}\ {\rm a.u.},\qquad
x=\frac{4.18879\times8.056}{8000}=4.218\times10^{-3}.$$

The frozen dipole energy is

$$-\frac12p_0F=-\frac12(0.78659)(4.1186\times10^{-4})=-1.620\times10^{-4}\ {\rm hartree},$$

and the relaxation energy at leading order is

$$-\frac12\alpha F^2=-\frac12(8.056)(4.1186\times10^{-4})^2=-6.83\times10^{-7}\ {\rm hartree},$$

or $-18.6$ micro-electronvolt. The ratio of the second energy to the first is $\alpha F/p_0=x$, about 0.4 per cent. The digits are kept so that formula and calculation can be compared within one basis; they are not converged Hartree–Fock values. With aug-cc-pVTZ, $p_0=0.780\ e\,$bohr and $\alpha=8.39$ bohr$^3$, and with one further set of diffuse functions added to aug-cc-pVDZ, $p_0=0.781\ e\,$bohr and $\alpha=8.47$ bohr$^3$. The leading relaxation energy becomes $-7.00\times10^{-7}$ and $-7.08\times10^{-7}$ hartree, larger in magnitude by 2.5 to 3.6 per cent.

**Q.** Those numbers come from the formula. What do the electrons do if you let them relax?

**A.** The Hartree–Fock equations can be solved with the image potential included, recomputed from the current density at every iteration. With $c_4$ and all higher terms of $\psi$ set to zero, the images act on the neutral molecule through the dipole alone, which is the situation of the model. For $L=20$ bohr the induced dipole is then $3.332\times10^{-3}\ e\,$bohr. The formula gives $xp_0/(1-x)=3.332\times10^{-3}$, in agreement to the digits shown.

The distortion costs $6.889\times10^{-7}$ hartree, and the net relaxation energy is $-6.861\times10^{-7}$ hartree. The interaction has therefore changed by

$$-6.861\times10^{-7}-6.889\times10^{-7}=-1.375\times10^{-6}\ {\rm hartree},$$

about twice the cost in magnitude. The closed formula $-\frac12\alpha F^2/(1-x)$ gives $-6.862\times10^{-7}$ hartree. It differs from the Hartree–Fock value by about 0.01 per cent of that value.

**Q.** You switched off $c_4$. What happens when you put it back?

**A.** Two things change, and the larger one has nothing to do with relaxation. The frozen density acquires its $L^{-5}$ energy. Evaluated from the moments of the Hartree–Fock density, it is $+1.91\times10^{-5}$ hartree at $L=20$ bohr (up to 2 per cent larger in the two larger bases). This is 12 per cent of the $L^{-3}$ energy in magnitude, with the opposite sign, and 28 times the size of the leading relaxation energy. Because the two scale as $L^{-5}$ and $L^{-6}$, their ratio grows in proportion to $L$. The opposite signs also matter. At $L=20$ bohr the relaxation energy cancels a small part of the frozen $L^{-5}$ energy. For this molecule and orientation, a correction that removes the relaxation energy but leaves the frozen $L^{-5}$ term in place therefore makes the remaining error slightly larger.

The second change is in the relaxation itself. With $\psi$ kept through $L^{-5}$, the self-consistent calculations give:

- $L=20$ bohr: $\Delta E=-6.446\times10^{-7}$ hartree, 0.943 of $-\frac12\alpha F^2$;
- $L=25$ bohr: $\Delta E=-1.723\times10^{-7}$ hartree, 0.962 of it;
- $L=50$ bohr: $\Delta E=-2.770\times10^{-9}$ hartree, 0.990 of it.

**Q.** At $L=20$ bohr your law is off by almost 6 per cent. Is the leading order really $L^{-6}$ with that coefficient?

**A.** The shortfall behaves as the $L^{-8}$ term requires. Relative to the leading term, that term is of order $L^{-2}$. Multiplying the shortfall by $L^2$ gives $0.0565\times400=22.6$, $0.0382\times625=23.9$ and $0.0103\times2500=25.8$ bohr$^2$, a slowly varying number, while $L^2$ itself changes by a factor of 6.25. Its limit for large $L$ is about 27 bohr$^2$ in this basis and 24 to 25 bohr$^2$ in the two larger ones. Some drift is expected, because the feedback raises the ratio by a relative amount $x$ of order $L^{-3}$, and terms of relative order $L^{-4}$ are present too.

If the ratio were $1-a/L^2$, the combination of two cell sizes that eliminates $a$ would be

$$\frac{4\times0.98967-0.96178}{3}=0.9990.$$

This lies within about 0.1 per cent of one, the value predicted for an infinite cell. The exponent found directly from $L=25$ and $L=50$ bohr is 5.96, a little below 6 because the ratio is still rising. The kernel was cut after $L^{-5}$. The next term of the potential, $L^{-7}$, would affect the relaxation energy through its product with the $L^{-3}$ field, at $L^{-10}$.

**Q.** You claimed the same order for ions. There the dipole depends on the origin, so I doubt that your operator $O$ means anything.

**A.** A shift of origin changes $O$ by a constant. Put $\mathbf r=\mathbf r'+\mathbf a$. The dipole about the new origin is $\mathbf p_0'=\mathbf p_0-q\mathbf a$, and

$$q\,r^2-2\,\mathbf p_0\cdot\mathbf r
=q\,r'^2+2q\,\mathbf a\cdot\mathbf r'-2(\mathbf p_0'+q\mathbf a)\cdot\mathbf r'+{\rm constant}
=q\,r'^2-2\,\mathbf p_0'\cdot\mathbf r'+{\rm constant}.$$

A constant does no work at fixed electron number, so the relaxation does not depend on the origin.

For a numerical case take the hydroxide ion, $q=-1$, with bond length 1.82 bohr, the bond along a cube edge, and the same method and basis. An electron has charge $-1$, so the quadratic part of the potential gives it the energy $-\lambda qr^2=+\lambda r^2$, which draws the electrons inward. Central differences of $B$ at $\lambda=\pm2\times10^{-5}$ give $B'(0)=-380.6$ atomic units. At $L=60$ bohr, $\lambda=2\pi/(3\times216000)=9.696\times10^{-6}$, and

$$\frac12\lambda^2B'(0)=-\frac12(9.696\times10^{-6})^2(380.6)=-1.789\times10^{-8}\ {\rm hartree}.$$

The self-consistent calculation, with $\psi$ through $L^{-5}$, gives $-1.791\times10^{-8}$ hartree. At $L=30$ bohr it gives $-1.150\times10^{-6}$ hartree. The ratio of the two self-consistent energies is 64.2, against $2^6=64$.

These numbers test the formula within one basis. They are not converged values for the ion, whose outer electrons are loosely bound and respond strongly to $r^2$. One further set of diffuse functions on each atom about doubles the magnitude of $B'(0)$, and with it the relaxation energy at leading order.

**Q.** Suppose the molecule is neutral and has no dipole. Does it still relax at $L^{-6}$?

**A.** No. With $q=0$ and $\mathbf p_0=0$ the operator $O$ vanishes, and the potential that varies over the molecule starts at $L^{-5}$ or later. The relaxation energy is quadratic in that potential, so it cannot start before $L^{-10}$.

**Q.** And if the cell is not cubic?

**A.** If its shape is kept while its size grows, the field changes, and the order remains $L^{-6}$ as long as that field does not vanish. The potential of a dipole's images is $-\mathbf p\cdot\nabla\psi$, so the field at the molecule is

$$F_i=\sum_j\left.\frac{\partial^2\psi}{\partial u_i\,\partial u_j}\right|_{\mathbf u=0}p_j .$$

Poisson's equation fixes the trace of this matrix at $4\pi/V$. In a cube the three diagonal elements are equal and the others vanish, which gives $4\pi/(3V)$. In another cell the trace alone does not determine the field, but all elements still scale as $L^{-3}$. A single element can change sign. In a tetragonal cell with sides $a$, $a$, $c$ the element along $c$ is positive for the cube, negative for long cells, and zero near $c/a=1.40$. A neutral molecule with its dipole along $c$ then feels no field of order $L^{-3}$, and its relaxation cannot start before $L^{-10}$.

**Q.** Then tell me where the result itself breaks down.

**A.** It breaks down where the isolated state is not a stable, isolated minimum. If the ground state is degenerate, the image potential can select a combination of the degenerate states without any cost in $E_{\rm iso}$, and the energy can then change at first order in the potential, at $L^{-3}$. A small gap has a milder effect: the order is unchanged, but $\alpha$ can be large, and larger cells are needed before the leading term suffices.

Moving nuclei need the same care. If the isolated molecule is at its equilibrium geometry, its internal distortions can be added to the parameters $t$. The argument is unchanged, and $\alpha$ becomes the static polarisability including the displacement of the nuclei. Rotation of the whole molecule is different, because $E_{\rm iso}$ offers no resistance to it. The energy $-2\pi p_0^2/(3V)$ does not depend on orientation in a cubic cell, but the frozen $L^{-5}$ term can. A molecule free to turn can therefore lower its energy at order $L^{-5}$. The $L^{-6}$ law for relaxation of the electrons presupposes a fixed orientation.
